# Variable-Range Hopping: Mott and Efros-Shklovskii Exponents and the Thermopower

**Q:** Boltzmann theory gives a conductivity once I know the velocities and the scattering time. Why not put a very short scattering time into it for a strongly disordered solid?

**A:** Because a localized state has no velocity to put in. Boltzmann theory follows wave packets that travel many wavelengths between collisions. When the states at the chemical potential are localized, an electron stays on its site until a phonon helps it to tunnel to another. The object to solve is then a network of hops.

I use atomic units, $e=\hbar=m=1$, and write $\tau=k_BT$. Site energies $\varepsilon$ are measured from the chemical potential, and amplitudes decay as $e^{-r/\xi}$. A hop rate contains the square of a tunnelling amplitude, hence $e^{-2r/\xi}$.

**Q:** And the energy dependence? A downward hop needs no thermal energy, so half of the hops should be free.

**A:** The rate must also include the chance that the first site is full and the second empty. For a hop $i\to j$ it is proportional to $f_i(1-f_j)N$, where $N$ is the phonon factor. At energies large compared with $\tau$,

$$f_i\sim e^{-\max(\varepsilon_i,0)/\tau},\quad 1-f_j\sim e^{-\max(-\varepsilon_j,0)/\tau},\quad N\sim e^{-\max(\varepsilon_j-\varepsilon_i,0)/\tau}.$$

With $\max(x,0)=(x+|x|)/2$ the terms without modulus cancel in the sum of the exponents, leaving

$$e_{ij}=\tfrac12\big(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\big)=\max\big(|\varepsilon_i|,|\varepsilon_j|,|\varepsilon_i-\varepsilon_j|\big).$$

For equal signs this is the larger modulus; for opposite signs it is the sum of the moduli. It is symmetric in $i$ and $j$, as detailed balance requires. A downward hop from a high level is not free, because that level is rarely occupied. Up to power-law prefactors, the bond conductance is $e^{-u_{ij}}$ with

$$u_{ij}=\frac{2r_{ij}}{\xi}+\frac{e_{ij}}{\tau}.$$

**Q:** Then the nearest site wins, since distance enters an exponential.

**A:** The nearest site usually has a badly matched energy. A longer search offers more candidates. Let the density of states per unit volume be $g(\varepsilon)=g_s|\varepsilon|^s$, and let $V_d$ be the volume of the unit ball in $d$ dimensions. An electron starting near the chemical potential needs an empty state, and at low temperature these lie above it. So require one state within distance $r$ and with energy between 0 and $w$:

$$V_dr^d\int_0^w g_s\varepsilon^s\,d\varepsilon=\frac{V_dg_s}{s+1}\,r^dw^{s+1}=1.$$

Solving for $w$,

$$w=Ar^{-p},\qquad p=\frac{d}{s+1},\qquad A=\left[\frac{s+1}{g_sV_d}\right]^{1/(s+1)}.$$

The cost of this hop is $u(r)=2r/\xi+Ar^{-p}/\tau$. Its derivative vanishes when

$$\frac2\xi=\frac{pA}{\tau}r^{-p-1},\qquad\text{so}\qquad r^{p+1}=\frac{pA\xi}{2\tau}.$$

The second derivative, $p(p+1)Ar^{-p-2}/\tau$, is positive, so this is a minimum. Multiplying the first condition by $r/p$ gives $w/\tau=2r/(p\xi)$. Therefore

$$u=\frac{2r}{\xi}\,\frac{p+1}{p},\qquad w=\frac{u\tau}{p+1}.$$

Since $r\propto\tau^{-1/(p+1)}$, the cost follows the same law:

$$u\propto\tau^{-1/(p+1)}=\tau^{-(s+1)/(d+s+1)}.$$

Cooling makes the hops longer and their energies smaller.

**Q:** Which value of $s$ gives Mott's law, and what sets its temperature scale?

**A:** A density that is constant over the energies used: $s=0$, $g=g_0$, $p=d$ and $A=1/(g_0V_d)$. Raise $u=2(d+1)r/(d\xi)$ to the power $d+1$ and insert $r^{d+1}$:

$$u^{d+1}=\left[\frac{2(d+1)}{d\xi}\right]^{d+1}\frac{d\xi}{2g_0V_d\tau}\equiv\frac{T_M}{\tau},\qquad T_M=\frac{(d+1)^{d+1}2^d}{d^dg_0V_d\xi^d}.$$

Hence $\sigma\sim\exp[-(T_M/\tau)^{1/(d+1)}]$. Here $T_M$ is an energy; divided by $k_B$ it becomes a temperature. In three dimensions $T_M=18.11/(g_0\xi^3)$.

**Q:** You optimized one hop. A current must cross the whole sample, and one good hop may lead to a dead end. Why should the exponent survive?

**A:** Keep all bonds with $u_{ij}<u$ and raise $u$ until they first span the sample. Below that value there is no path; above it, much more costly bonds are bypassed. The spanning value therefore controls the exponential of the conductivity.

Now measure distances in units of $\xi u/2$ and energies in units of $W=u\tau$: $r=(\xi u/2)\rho$ and $\varepsilon=Wx$. The bond condition becomes

$$\rho_{ij}+\max(|x_i|,|x_j|,|x_i-x_j|)<1,$$

with no material parameter left. If sites are placed independently, their density in the scaled variables is $n|x|^s$, with

$$n=g_s(u\tau)^{s+1}\left(\frac{\xi u}{2}\right)^d.$$

Spanning thus occurs at a fixed number $n=n_c$, so $u^{d+s+1}\propto\tau^{-(s+1)}$. This is the exponent found from the best hop. The prefactor depends on $n_c$, which the single-hop argument does not supply.

In random three-dimensional networks the fitted Mott exponent was 0.250, and in two dimensions 0.338, against $1/4$ and $1/3$. The three-dimensional samples gave 17.6 for $T_Mg_0\xi^3$, close to the single-hop value 18.1. That closeness is a numerical finding for finite samples; the argument did not promise it.

**Q:** Does this hold in one dimension too?

**A:** The single-hop minimum gives $1/2$ there, but a long chain is different. Scaled bonds cannot be longer than 1, and independently placed sites on an infinite line leave gaps longer than 1 at any finite density. So there is no finite $n_c$, and a path cannot go around a gap. I therefore apply the conductivity laws to $d=2$ and $3$.

**Q:** You have ignored Coulomb repulsion. Localized electrons screen poorly, so this looks serious.

**A:** It is serious near the chemical potential. Let $\kappa$ be the dielectric constant. In the ground state, moving an electron from an occupied site $i$ to an empty site $j$ must cost energy. The level $\varepsilon_j$ includes repulsion from the electron on $i$, which is no longer there after the move. That contribution has to be removed:

$$\varepsilon_j-\varepsilon_i-\frac1{\kappa r_{ij}}>0.$$

For two levels within $E$ of the chemical potential, $\varepsilon_j-\varepsilon_i\le2E$. Hence an occupied and an empty site in this window must be separated by $r_{ij}>1/(2\kappa E)$.

**Q:** That restricts opposite occupations. Two occupied sites could still be close together, so how do you get a density of states?

**A:** By an assumption: the number of levels per volume in the window is set by this spacing, without dense clusters of equal occupation, and is as large as the spacing permits. Then $N(E)=C(\kappa E)^d$, with $C$ a number. Counting both signs of energy, $N(E)=2\int_0^Eg\,d\varepsilon$. Differentiation gives

$$g(\varepsilon)=\alpha\kappa^d|\varepsilon|^{d-1},\qquad \alpha=\frac{dC}{2}.$$

This is the Coulomb gap. The stability inequality alone does not prove the law.

A simulated two-dimensional Coulomb glass, relaxed until no single-electron move lowered its energy, gave a density power of 1.14, where the scaling argument gives 1. Without repulsion the power was $-0.03$. The power was read from the level counts in two energy windows, and it moves between about 1.1 and 1.5 when the windows are changed. On such a small lattice this separates a gap from a constant density but does not fix the power.

**Q:** Let me see the exponent in the gap.

**A:** Put $s=d-1$ into the general result. Then $p=1$ in either dimension, and

$$A=\frac1\kappa\left[\frac{d}{\alpha V_d}\right]^{1/d},\qquad r^2=\frac{A\xi}{2\tau},\qquad u=\frac{4r}{\xi}.$$

Squaring the last equation,

$$u^2=\frac{16}{\xi^2}\frac{A\xi}{2\tau}=\frac{8A}{\xi\tau}\equiv\frac{T_{ES}}{\tau},\qquad T_{ES}=\frac8{\kappa\xi}\left[\frac d{\alpha V_d}\right]^{1/d}.$$

So $\sigma\sim\exp[-(T_{ES}/\tau)^{1/2}]$, the Efros-Shklovskii law. Dimension drops out of the exponent because the gap has fewer low-energy states in higher dimension, which offsets the larger search volume.

**Q:** But the hop itself should also contain the term $-1/(\kappa r)$. You dropped it.

**A:** It changes the prefactor, not the power. In scaled variables its size relative to $W$ is

$$\frac{1}{\kappa rW}=\frac{2}{\kappa\xi u^2\tau\,\rho},$$

and $u^2\tau$ is independent of temperature in this regime. The scaled problem, with the term included, therefore keeps its form on cooling. Correlations between site positions could also change the prefactor. A two-dimensional network with a linear gap, independent positions and no such term gave the exponent 0.490.

**Q:** Now the thermopower. Hops go both up and down in energy. What energy does the current carry?

**A:** The mean of the two site energies. To see this, give the sites slightly different chemical potentials and temperatures, and let the phonons have the mean temperature $\tau_p=\tau+(\delta\tau_i+\delta\tau_j)/2$. Since $f/(1-f)=e^{-(\varepsilon-\mu)/\tau}$, and phonon absorption and emission have the ratio $e^{-\Delta/\tau_p}$ for energy $\Delta$, the forward and backward rates satisfy

$$\ln\frac{\Gamma_{ij}}{\Gamma_{ji}}=-\frac{\varepsilon_i-\mu_i}{\tau_i}+\frac{\varepsilon_j-\mu_j}{\tau_j}+\frac{\varepsilon_i-\varepsilon_j}{\tau_p}.$$

To first order the right side is

$$\frac{\delta\mu_i-\delta\mu_j}{\tau}+\frac{\varepsilon_i\delta\tau_i-\varepsilon_j\delta\tau_j}{\tau^2}-\frac{(\varepsilon_i-\varepsilon_j)(\delta\tau_i+\delta\tau_j)}{2\tau^2}.$$

The coefficient of $\delta\tau_i$ is $(\varepsilon_i+\varepsilon_j)/2\tau^2$, and that of $\delta\tau_j$ is its negative. With $\bar\varepsilon_{ij}=(\varepsilon_i+\varepsilon_j)/2$, the particle current is

$$J_{ij}=G_{ij}\left[\delta\mu_i-\delta\mu_j+\bar\varepsilon_{ij}\frac{\delta\tau_i-\delta\tau_j}{\tau}\right],$$

where $G_{ij}$ is the equilibrium rate divided by $\tau$.

**Q:** That is one bond. How do you get an open-circuit voltage from a whole network?

**A:** By comparing two problems on a sample of length $L$. In the first, the temperature is uniform and the potential $\phi$ is 1 at the left lead and 0 at the right. The bond currents are $J^{(1)}_{ij}=G_{ij}(\phi_i-\phi_j)$ and the total is $I_1$. In the second, both leads have zero potential shift, the interior potentials are $\psi_i$, and $\delta\tau_i/\tau=\theta_i=1-x_i/L$. Its total current is $I_2$.

Current conservation gives $\sum J_{ij}(\phi_i-\phi_j)=I_2$ for the second set of currents, since interior terms cancel. Inserting those currents,

$$I_2=\sum J^{(1)}_{ij}(\psi_i-\psi_j)+\sum J^{(1)}_{ij}\bar\varepsilon_{ij}(\theta_i-\theta_j).$$

The first sum is $I_1(\psi_L-\psi_R)=0$. Thus $I_2=\Pi I_1$, with

$$\Pi=\frac{\sum J^{(1)}_{ij}\bar\varepsilon_{ij}(x_j-x_i)}{I_1L}.$$

Conservation also gives $\sum J^{(1)}_{ij}(x_j-x_i)=I_1L$, so $\Pi$ is a mean of $\bar\varepsilon$ weighted by the current along $x$. Bonds that carry current backwards count negatively.

For a hot left lead, zero total current requires $\Delta\mu=-\Pi\Delta\tau/\tau$. Electrons have charge $-e$, so $\Delta V=-\Delta\mu/e=\Pi\Delta\tau/(e\tau)$. With $S=-\Delta V/\Delta T$, both differences taken hot minus cold,

$$S=-\frac{k_B}{e}\frac{\Pi}{\tau}.$$

Carriers above the chemical potential give a negative thermopower. Solving both network problems numerically confirmed $I_2/I_1=\Pi$.

**Q:** With a constant density of states, energies above and below should cancel. Where does $T^{1/2}$ come from?

**A:** They do cancel on average over disorder. A nonzero leading term needs an asymmetry, which I take as

$$g(\varepsilon)=g_0(1+\gamma\varepsilon),\qquad |\gamma|W\ll1.$$

I then approximate the current weights by a uniform average over allowed bonds. A pair with energy cost $e_{ij}$ may be separated by up to $(\xi u/2)(1-e_{ij}/W)$, so its weight is $g(\varepsilon)g(\varepsilon')(1-e_{ij}/W)^d$. Reflection of all energies changes $\gamma$ to $-\gamma$ but leaves the spanning cost unchanged, so $u$ has no term linear in $\gamma$. To first order,

$$g(\varepsilon)g(\varepsilon')=g_0^2[1+\gamma(\varepsilon+\varepsilon')],\qquad \Pi=\gamma\left\langle\frac{(\varepsilon+\varepsilon')^2}{2}\right\rangle_0.$$

The subscript means the average at $\gamma=0$.

**Q:** I want the coefficient of $W^2$, not an estimate by dimensions.

**A:** Use $x=\varepsilon/W$. For equal signs let $m$ be the larger modulus. There are two signs and two choices of the larger one. For opposite signs let $t$ be the sum of the moduli; there are two sign orders. The normalization is

$$4\int_0^1m(1-m)^ddm+2\int_0^1t(1-t)^ddt=\frac6{(d+1)(d+2)}.$$

For the numerator, the equal-sign pairs need $\int_0^m(m+y)^2dy/2=7m^3/6$. The opposite-sign pairs need $\int_0^t(2y-t)^2dy/2=t^3/6$. Adding them,

$$\left(\frac{14}{3}+\frac13\right)\int_0^1m^3(1-m)^ddm=\frac{30}{(d+1)(d+2)(d+3)(d+4)}.$$

The ratio gives

$$\Pi=\frac{5\gamma W^2}{(d+3)(d+4)}.$$

In the Mott regime $W^2/\tau=\tau u^2=T_M^{2/(d+1)}\tau^{(d-1)/(d+1)}$. Hence

$$S=-\frac{k_B}{e}\frac{5\gamma}{(d+3)(d+4)}T_M^{2/(d+1)}\tau^{(d-1)/(d+1)}.$$

For $d=3$ this is $S=-(k_B/e)(5\gamma/42)\sqrt{T_M\tau}$, which grows in magnitude as $T^{1/2}$. For $d=2$ the power is $1/3$. If the active energies had width $\tau$ instead of $W$, the same estimate would be linear in $T$. The square root records the wider hopping window.

**Q:** A uniform average over bonds is a bold replacement for the current. Did it work?

**A:** For the sign and the order of magnitude. Kirchhoff's equations at one temperature, with a strong asymmetry, gave $0.64\pm0.04$ times the bond-average value. Part of the deficit comes from the short samples, in which the bonds to the leads end at zero energy. The ratio also depends on sample size, on temperature and on the prefactors of the rates, over a range of about 0.4 to 0.9, so the coefficient $5/42$ is good to about a factor of two. The power $1/2$ follows for the real current only if its weights, in scaled variables, change little with temperature. At moderate costs they do change: at fixed $\gamma W$ and scaled size the ratio falls by about 30% when $u$ rises from 10 to 14, so the network thermopower there varies roughly as $T^{0.75}$. The power $1/2$ can at best be the limit of large $u$. Within the bond average, solving for $u$ at finite $\gamma$ gave powers 0.498 and 0.332 in three and two dimensions.

**Q:** Does the thermopower keep falling as $T^{1/2}$ down to zero temperature?

**A:** Not if a Coulomb gap takes over. Suppose the gap density also has a relative asymmetry $1+\gamma\varepsilon$. The first-order argument again gives $\Pi\propto\gamma W^2$, with another coefficient. But now $W^2/\tau=\tau u^2=T_{ES}$, so $S$ tends to a constant within this model. The bond average gave a power of $-0.009$ at finite asymmetry. A different asymmetry inside the gap would give a different law.

**Q:** Put in numbers, and tell me which law applies.

**A:** Take a three-dimensional model with $g_0=10^{-4}$ eV$^{-1}$ Å$^{-3}$, $\xi=10$ Å, $\kappa=12$, $\alpha=1$ and $\gamma=1$ eV$^{-1}$. In these units $1/\kappa$ becomes $14.40/12$ eV Å. Then

$$T_M=\frac{18.11}{10^{-4}\times10^3}=181\ \text{eV},\qquad T_{ES}=0.859\ \text{eV}.$$

These correspond to about $2.1\times10^6$ K and $1.0\times10^4$ K. They are scales in an exponent, not temperatures at which anything happens. The value of $T_{ES}$ is the single-hop one, without the term $-1/(\kappa r)$. That term is not small: with $\alpha=1$ the single hop has $w=0.89/(\kappa r)$, less than $1/(\kappa r)$, so this hop does not itself satisfy the stability inequality. In a three-dimensional network with independent positions the term roughly halves $T_{ES}$, which lowers $u$ by about 30%. The gap-law numbers below show orders of magnitude only. Equating the gap density to $g_0$ gives the half-width $\Delta=0.0131$ eV.

At $\tau=0.01$ eV, or 116 K,

$$u=(181.08/0.01)^{1/4}=11.60,\quad r=\tfrac38u\xi=43.5\ \text{Å},\quad w=\tfrac14u\tau=0.029\ \text{eV}.$$

The window is $W=u\tau=0.116$ eV, so $\gamma W=0.116$ is small. The carried energy is $\Pi=0.1190\times0.116^2=0.0016$ eV, and $S\approx-14$ µV/K.

At $\tau=0.02$ eV the cost falls to 9.755 and $S\approx-20$ µV/K, larger by $\sqrt2$ within the bond average. The exponential part of the conductivity rises by $e^{11.600-9.755}=6.3$. Thus the conductivity changes strongly while the thermopower changes mildly.

**Q:** But $w$ is barely twice $\Delta$ at the lower temperature. Is the density really constant there?

**A:** Only roughly. If the quadratic gap joins the constant density at $\Delta$, the states missing on one side number $g_0\Delta(1-1/3)=2g_0\Delta/3$. Relative to the assumed count $g_0w$, this is 30% at $\tau=0.01$ eV and 18% at 0.02 eV. In the single-hop estimate, finding one state then takes $2\Delta/3$ more energy, which adds $2\Delta/(3\tau)$ to $u$: 0.88 and 0.44 at the two temperatures. Within this estimate the conductivity factor 6.3 found above becomes 9.8. The thermopower changes too. The gap removes states of low energy, so with the same relative asymmetry the mean carried energy rises, and it rises most at the lower temperature. The values $-14$ and $-20$ µV/K therefore belong to a constant density only; with the gap the bond average gives about $-23$ and $-27$ µV/K, larger in magnitude and growing by less than $\sqrt2$. Mott's law improves on warming in this respect.

Its hop energy equals $\Delta$ at $\tau=0.0035$ eV, whereas the gap-law hop energy equals $\Delta$ at 0.0008 eV. Between these values neither limiting density describes the hop. At $\tau=0.00025$ eV, or 2.9 K, the gap law gives $u=58.6$, $r=146.5$ Å and $w=u\tau/2=0.0073$ eV, inside the gap, although the full window $W=u\tau=0.0147$ eV slightly exceeds $\Delta$. The factor $e^{-58.6}$ also warns that any parallel conduction path could dominate.

**Q:** Then warming should make Mott's law better without limit.

**A:** No. A real band contains a finite number of sites. Once $w$ reaches the energy of the band edge, the hop length has shrunk to the spacing of the sites and cannot shrink further. A longer search would still find a better energy match, but the saving in $w/\tau$ no longer pays for the extra distance. Hops then go to near neighbours, and $u$ gradually approaches a constant distance term plus an energy divided by $\tau$. That is activated conduction. The phonons must also supply the hop energy. Some hops in the network need more than $w$, so one-phonon rates become doubtful already when $w$ approaches the largest phonon energy. In many semiconductors that energy is a few hundredths of an eV, so the example at $\tau=0.02$ eV, with $w=0.049$ eV, is near or beyond this limit. The thermopower formula has the further limit $|\gamma|W\ll1$, and $W$ grows as $T^{3/4}$ in three dimensions. The numerical output below gives the values behind these comparisons.

## Computed results

```
BEST-HOP EXPONENTS (numerical minimization)
d=1, density power s=0: 0.5000
d=2, density power s=0: 0.3333
d=3, density power s=0: 0.2500
d=2, density power s=1: 0.5000
d=3, density power s=2: 0.5000
RANDOM NETWORKS (reduced units)
Mott exponent d=3: 0.250; d=2: 0.338
gap exponent d=2: 0.490
spanning costs, Mott d=3: 9.57 to 19.14
T_M*g0*xi^3, d=3: best hop 18.11, network 17.62
density power, 2D Coulomb glass: 1.14; no repulsion: -0.03
THERMOPOWER TESTS
S exponent, constant density: d=3 0.4983, d=2 0.3316
S exponent, Coulomb gap d=3: -0.0085
coefficient Pi/(gamma W^2), d=3: 0.1190
Kirchhoff Pi / bond-average Pi: 0.64 +- 0.04
WORKED EXAMPLE, d=3
g0 = 1.0e-04 eV^-1 A^-3, xi = 10.0 A, kappa = 12.0
alpha = 1.0, gamma = 1.0 eV^-1, e2 = 14.3996 eV A
T_M = 181.08 eV = 2.101e+06 K
T_ES = 0.8589 eV = 9967 K
gap half-width Delta = 0.01314 eV
Mott w equals Delta at tau = 0.00348 eV
gap w equals Delta at tau = 0.000805 eV
Mott: tau = 0.010 eV (T = 116.0 K), u = 11.600
  r = 43.50 A, w = 0.02900 eV, W = 0.11600 eV
  Pi = 0.001602 eV, S = -13.80 microvolt/K
Mott: tau = 0.020 eV (T = 232.1 K), u = 9.755
  r = 36.58 A, w = 0.04877 eV, W = 0.19509 eV
  Pi = 0.004531 eV, S = -19.52 microvolt/K
S ratio for doubled T: 1.4142
conductivity ratio for doubled T (exponential only): 6.332
gap: tau = 0.00025 eV (T = 2.90 K), u = 58.61
  r = 146.5 A, w = 0.00733 eV
```
